# Weibull fits of censored oxide-breakdown times: choosing the small-sample shape correction: a numerical check

```python
"""
Maximum-likelihood Weibull fit of oxide-breakdown times when a test of n
capacitors stops at the r-th breakdown, and the bias of the fitted shape.

Result under test: F(t) = 1 - exp(-(t/eta)**beta). The fitted shape is the
only root of  g(b) = 1/b + m - A(b),  m = mean log time of the breakdowns,
A(b) = mean log time of all devices with weights t**b.
The ratio k = fitted shape / true shape has a law set by n and r alone.
  B = E[k]:   1 + (18/pi^2 - 36 zeta(3)/pi^4)/n   for r = n large,
              r/(r-2)                             for n -> infinity, fixed r.
  C = E[1/k]: (r-1)/r                             for n -> infinity, fixed r.
"""
import numpy as np
from scipy import constants, integrate, optimize, special, stats

rng = np.random.default_rng(2024)


def weighted_log_moments(shape, z, n_survivors):
    """Weight sum, mean and variance of log time relative to end of test."""
    w = np.exp(shape[:, None] * z)
    total = w.sum(axis=1) + n_survivors
    wz = w * z
    mean = wz.sum(axis=1) / total
    var = (wz * z).sum(axis=1) / total - mean**2
    return total, mean, var


def fit_weibull(log_fail, log_end, n_survivors):
    """Fit many samples at once (one per row); survivors leave at log_end.
    Returns shapes, log scales, and the iterates of the first row."""
    z = log_fail - log_end[:, None]
    m = z.mean(axis=1)
    low = -1.0 / m
    high = 1.0 / (weighted_log_moments(low, z, n_survivors)[1] - m)
    shape = low.copy()
    path = [shape[0]]
    for _ in range(80):
        total, mean, var = weighted_log_moments(shape, z, n_survivors)
        score = 1.0 / shape + m - mean
        active = np.abs(shape * score) > 1e-11
        if not active.any():
            break
        low = np.where(score > 0, shape, low)
        high = np.where(score <= 0, shape, high)
        step = shape + score / (1.0 / shape**2 + var)
        inside = (step >= low) & (step <= high)
        step = np.where(inside, step, 0.5 * (low + high))
        shape = np.where(active, step, shape)
        if active[0]:
            path.append(shape[0])
    else:
        raise AssertionError("shape iteration did not converge")
    log_scale = log_end + np.log(total / log_fail.shape[1]) / shape
    return shape, log_scale, path


def unit_log_failures(n, r, draws):
    """Logs of the r smallest of n unit exponentials, from their spacings."""
    gaps = rng.exponential(size=(draws, r)) / (n - np.arange(r))
    return np.log(np.cumsum(gaps, axis=1))


def simulate_pivots(n, r, draws):
    y = unit_log_failures(n, r, draws)
    k, c, _ = fit_weibull(y, y[:, -1], n - r)
    return k, c


# ---------------- one synthetic test, fitted ----------------
n, r = 20, 10
beta_true, eta_true = 1.3, 1000.0            # shape; scale in s
all_times = np.sort(eta_true * rng.exponential(size=n) ** (1 / beta_true))
times = np.round(all_times[:r], 1)
log_times = np.log(times)[None, :]
shape_arr, log_scale_arr, newton_path = fit_weibull(
    log_times, log_times[:, -1], n - r)
beta_hat, eta_hat = shape_arr[0], np.exp(log_scale_arr[0])


def minus_log_likelihood(q):
    b, eta = np.exp(q)
    return -(stats.weibull_min.logpdf(times, b, scale=eta).sum()
             + (n - r) * stats.weibull_min.logsf(times[-1], b, scale=eta))


direct = optimize.minimize(minus_log_likelihood, [0.0, np.log(times.mean())],
                           method="Nelder-Mead",
                           options={"xatol": 1e-9, "fatol": 1e-11,
                                    "maxiter": 2000})
assert np.allclose(np.exp(direct.x), [beta_hat, eta_hat], rtol=1e-5)

# slope of the score: finite difference against -1/b^2 - variance
z_example = log_times - log_times[:, -1:]


def score_example(b):
    mean = weighted_log_moments(np.array([b]), z_example, n - r)[1][0]
    return 1 / b + z_example.mean() - mean


for b in (0.4, 1.0, 3.0):
    numeric = (score_example(b + 1e-5) - score_example(b - 1e-5)) / 2e-5
    var = weighted_log_moments(np.array([b]), z_example, n - r)[2][0]
    assert abs(numeric + 1 / b**2 + var) < 1e-6 * (1 + 1 / b**2)

# ---------------- bias table from synthetic samples ----------------
cases = [(5, 5), (10, 10), (20, 20), (50, 50), (10, 5), (20, 5),
         (20, 10), (50, 10), (100, 10), (10000, 10)]
table = {}
for case in cases:
    draws = min(200000, int(2e6 / case[1]))
    k, c = simulate_pivots(case[0], case[1], draws)
    table[case] = (k.mean(), k.std() / np.sqrt(draws), np.mean(1 / k))
    if case == (n, r):
        k_main, c_main = k, c
B, B_error, C = table[(n, r)]
k05, k50, k95 = np.quantile(k_main, [0.05, 0.5, 0.95])

# heavy-censoring limit
assert abs(table[(10000, 10)][0] - 10 / 8) < 0.01
assert abs(table[(10000, 10)][2] - 9 / 10) < 0.005

# two breakdowns: exact law of k, whose mean diverges
n2 = 5
x2 = optimize.brentq(
    lambda x: 1 / x - 0.5 + np.exp(-x) / (np.exp(-x) + n2 - 1), 0.5, 50)
k2, _ = simulate_pivots(n2, 2, 200000)
median2 = x2 / np.log((2 * n2 - 1) / (n2 - 1))
tail2 = 1 - n2 / (1 + (n2 - 1) * np.exp(x2 / 100))
assert abs(np.median(k2) / median2 - 1) < 0.02
assert abs(np.mean(k2 > 100) / tail2 - 1) < 0.08

# three breakdowns: exact mean by quadrature over the two log spacings
n3 = 5


def spacing_density(a, b):
    return (2 * n3 * (n3 - 1) * (n3 - 2) * np.exp(-a - b)
            / (np.exp(-a) + np.exp(-b) + n3 - 2) ** 3)


def shape_unit_span(u):
    def score(x):
        w1, w2 = np.exp(-x), np.exp(-x * u)
        return 1 / x - (1 + u) / 3 + (w1 + u * w2) / (w1 + w2 + n3 - 2)
    return optimize.brentq(score, 0.5, 50)


def ray_integral(u, power):
    return integrate.quad(
        lambda s: s**power * spacing_density(s, u * s), 0, np.inf)[0]


norm3 = integrate.quad(lambda u: ray_integral(u, 1), 0, 1, epsabs=1e-7)[0]
mean3 = integrate.quad(lambda u: shape_unit_span(u) * ray_integral(u, 0),
                       0, 1, epsabs=1e-7)[0]
k3, _ = simulate_pivots(n3, 3, 400000)
assert abs(norm3 - 1) < 1e-5
# the variance of k is infinite here, so the sample mean settles slowly
assert abs(k3.mean() / mean3 - 1) < 0.04

# complete samples: moments behind the 1/n bias, then the bias itself
info = np.pi**2 / 6
zeta3 = special.zeta(3)
a_mean = 1 - np.euler_gamma
v_log = info - 1


def expect(func):
    def integrand(x):
        return func(x, np.log(x) - a_mean) * np.exp(-x)
    return (integrate.quad(integrand, 0, 1, limit=200)[0]
            + integrate.quad(integrand, 1, 60, limit=200)[0])


def influence(x, z):
    return 1 + z - x * z


assert abs(expect(lambda x, z: x**2 * z) - 1) < 1e-6
assert abs(expect(lambda x, z: influence(x, z) ** 2) - info) < 1e-6
covariance = expect(lambda x, z: -influence(x, z) * x * (z**2 - v_log))
assert abs(covariance - (2 * info - 2 * zeta3)) < 1e-6
bias_coefficient = 18 / np.pi**2 - 36 * zeta3 / np.pi**4
n_large = 100
y = unit_log_failures(n_large, n_large, 40000)
k_large, _, _ = fit_weibull(y, y[:, -1], 0)
# subtracting a term of exactly zero mean removes most sampling noise
zero_mean = influence(np.exp(y), y - a_mean).mean(axis=1) / info
scaled_bias = n_large * np.mean(k_large - 1 - zero_mean)
assert abs(scaled_bias - bias_coefficient) < 0.08

# fixed-time test with one breakdown: shape times log distance is constant
gap = np.array([0.1, 0.001])
one_shape, _, _ = fit_weibull(-gap[:, None], np.zeros(2), n - 1)
x_one = optimize.brentq(lambda x: x - 1 - np.exp(-x) / (n - 1), 0.5, 3)
assert np.allclose(one_shape * gap, x_one, rtol=1e-8)

# ---------------- projection to large area and low fraction ----------------
fail_fraction, area_ratio = 1e-4, 1000.0
log_q = np.log(-np.log1p(-fail_fraction) / area_ratio)


def projected_life(shape, scale):
    return scale * np.exp(log_q / shape)


life_true = projected_life(beta_true, eta_true)
F_small = stats.weibull_min.cdf(life_true, beta_true, scale=eta_true)
F_large = -np.expm1(area_ratio * np.log1p(-F_small))
assert abs(F_large / fail_fraction - 1) < 1e-8


def log_life_error(factor):
    """Error of log life when the fitted shape is multiplied by factor."""
    return (c_main + log_q * (1 / (factor * k_main) - 1)) / beta_true


error_raw = log_life_error(1.0)
error_B = log_life_error(1 / B)
error_C = log_life_error(C)

# other shape and scale, raw sorted times: pivots, coverage, projection
b_other, eta_other = 0.7, 3.0
raw = np.sort(eta_other * rng.weibull(b_other, size=(40000, n)), axis=1)
log_raw = np.log(raw[:, :r])
b_fit, log_eta_fit, _ = fit_weibull(log_raw, log_raw[:, -1], n - r)
coverage = np.mean((b_fit / k95 < b_other) & (b_other < b_fit / k05))
assert abs(coverage - 0.90) < 0.01
assert abs(np.mean(b_fit / b_other) - B) < 0.01
other_error = (log_eta_fit + log_q / b_fit
               - np.log(eta_other) - log_q / b_other)
assert abs(b_other * other_error.mean() - beta_true * error_raw.mean()) < 0.15

# ---------------- size of neglected effects (rough inputs) ----------------
thickness_spread = 0.02                      # nm, standard deviation
nm_per_decade = 0.2                          # nm per decade of lifetime
log_spread = np.log(10) / nm_per_decade * thickness_spread
y = np.log(rng.exponential(size=(100000, n)))
y += beta_true * log_spread * rng.standard_normal(y.shape)
y = np.sort(y, axis=1)[:, :r]
k_spread = fit_weibull(y, y[:, -1], n - r)[0].mean()

defect_time = 1.0                            # s
log_defect = log_times.copy()
log_defect[0, 0] = np.log(defect_time)
beta_defect = fit_weibull(log_defect, log_defect[:, -1], n - r)[0][0]

V_stress, V_use, V_power = 2.8, 1.2, 40.0    # V, V, lifetime ~ V**(-power)
J_leak, area, R_series = 50.0, 1e-5, 10.0    # A/cm2, cm2, ohm
V_drop = J_leak * area * R_series
drop_factor = (V_stress / (V_stress - V_drop)) ** V_power
T_stress, E_act = 398.0, 0.6                 # K, eV
kB = constants.k / constants.e               # eV/K
kelvin_factor = np.exp(E_act / kB * (1 / T_stress - 1 / (T_stress + 1)))
power_factor = V_stress / V_use

# ---------------- printed numbers ----------------
print(f"devices n = {n}, breakdowns r = {r}")
print(f"true shape {beta_true}, true scale {eta_true:.0f} s")
print("breakdown times (s):", ", ".join(f"{t:.1f}" for t in times))
print("shape iterates:", ", ".join(f"{b:.6f}" for b in newton_path))
print(f"fitted shape {beta_hat:.4f}, fitted scale {eta_hat:.1f} s")
print(f"direct maximization: shape {np.exp(direct.x[0]):.4f}, "
      f"scale {np.exp(direct.x[1]):.1f} s")
print("n, r, B = E[k], standard error of B, C = E[1/k]:")
for case, row in table.items():
    print(f"  {case[0]:5d} {case[1]:3d}  {row[0]:.4f}  {row[1]:.4f}"
          f"  {row[2]:.4f}")
print(f"1/n bias coefficient, complete samples: {bias_coefficient:.4f}")
print(f"simulated n(B-1) at n = {n_large}: {scaled_bias:.3f}")
print(f"n=5, r=2: median k exact {median2:.3f}, "
      f"simulated {np.median(k2):.3f}")
print(f"n=5, r=2: P(k>100) exact {tail2:.4f}, "
      f"simulated {np.mean(k2 > 100):.4f}")
print(f"n=5, r=3: B quadrature {mean3:.3f}, simulated {k3.mean():.3f}")
print(f"fixed-time test, one breakdown of {n}: x = {x_one:.4f}")
print(f"k for n={n}, r={r}: 5% {k05:.3f}, median {k50:.3f}, 95% {k95:.3f}")
print(f"standard deviation of k: {k_main.std():.3f}")
print(f"shape / B = {beta_hat / B:.3f}, shape * C = {beta_hat * C:.3f}")
print(f"90% interval for shape: {beta_hat / k95:.3f} to {beta_hat / k05:.3f}")
print(f"coverage in independent samples: {coverage:.3f}")
print(f"area ratio {area_ratio:.0f}, failure fraction {fail_fraction:.0e}, "
      f"ln q = {log_q:.3f}")
print(f"projected life at stress, true parameters: {life_true * 1e3:.3g} ms")
for label, factor in (("raw", 1.0), ("shape/B", 1 / B), ("shape*C", C)):
    life = projected_life(beta_hat * factor, eta_hat)
    print(f"projected life, this sample, {label}: {life * 1e3:.3g} ms")
print("estimated/true life over samples: geometric mean, 5%, 95%")
for label, err in (("raw", error_raw), ("shape/B", error_B),
                   ("shape*C", error_C)):
    q05, q95 = np.exp(np.quantile(err, [0.05, 0.95]))
    print(f"  {label}: {np.exp(err.mean()):.3g}, {q05:.3g}, {q95:.3g}")
print(f"thickness spread {thickness_spread} nm at {nm_per_decade} nm/decade: "
      f"log-time spread {log_spread:.3f}")
print(f"  mean k with this spread {k_spread:.4f}, without {B:.4f}")
print(f"first breakdown moved to {defect_time:.0f} s by a defect: "
      f"fitted shape {beta_defect:.3f}")
print(f"leakage {J_leak:.0f} A/cm2, area {area:.0e} cm2, {R_series:.0f} ohm: "
      f"drop {V_drop * 1e3:.1f} mV")
print(f"  life factor at {V_stress} V, power {V_power:.0f}: "
      f"{drop_factor:.3f}")
print(f"life factor per 1 K at {T_stress:.0f} K, {E_act} eV: "
      f"{kelvin_factor:.3f}")
print(f"life factor per unit error of voltage power, {V_stress} V to "
      f"{V_use} V: {power_factor:.2f}")
print("no test failed")
```

Printed output:

```
devices n = 20, breakdowns r = 10
true shape 1.3, true scale 1000 s
breakdown times (s): 6.7, 129.7, 152.0, 188.8, 193.2, 255.0, 327.1, 483.7, 526.5, 528.6
shape iterates: 0.965510, 1.089887, 1.106992, 1.107251, 1.107251
fitted shape 1.1073, fitted scale 764.9 s
direct maximization: shape 1.1073, scale 764.9 s
n, r, B = E[k], standard error of B, C = E[1/k]:
      5   5  1.4432  0.0018  0.8424
     10  10  1.1691  0.0008  0.9230
     20  20  1.0752  0.0006  0.9622
     50  50  1.0299  0.0006  0.9835
     10   5  1.5696  0.0022  0.8178
     20   5  1.6194  0.0025  0.8086
     20  10  1.2163  0.0009  0.9096
     50  10  1.2386  0.0010  0.9027
    100  10  1.2431  0.0010  0.9018
  10000  10  1.2503  0.0011  0.8999
1/n bias coefficient, complete samples: 1.3795
simulated n(B-1) at n = 100: 1.395
n=5, r=2: median k exact 2.618, simulated 2.630
n=5, r=2: P(k>100) exact 0.0169, simulated 0.0166
n=5, r=3: B quadrature 2.597, simulated 2.588
fixed-time test, one breakdown of 20: x = 1.0190
k for n=20, r=10: 5% 0.707, median 1.134, 95% 1.997
standard deviation of k: 0.423
shape / B = 0.910, shape * C = 1.007
90% interval for shape: 0.555 to 1.566
coverage in independent samples: 0.899
area ratio 1000, failure fraction 1e-04, ln q = -16.118
projected life at stress, true parameters: 4.12 ms
projected life, this sample, raw: 0.364 ms
projected life, this sample, shape/B: 0.0156 ms
projected life, this sample, shape*C: 0.0858 ms
estimated/true life over samples: geometric mean, 5%, 95%
  raw: 2.82, 0.00648, 380
  shape/B: 0.246, 0.000147, 98.5
  shape*C: 0.92, 0.00114, 205
thickness spread 0.02 nm at 0.2 nm/decade: log-time spread 0.230
  mean k with this spread 1.1967, without 1.2163
first breakdown moved to 1 s by a defect: fitted shape 0.931
leakage 50 A/cm2, area 1e-05 cm2, 10 ohm: drop 5.0 mV
  life factor at 2.8 V, power 40: 1.074
life factor per 1 K at 398 K, 0.6 eV: 1.045
life factor per unit error of voltage power, 2.8 V to 1.2 V: 2.33
no test failed
```
